**Removal and insertion averages for hard and penetrable rods**

The program tests the relation ⟨exp(+βΔU)⟩ = A exp(βμ) for removing a tagged particle from an (N+1)-particle system. Here ΔU is its interaction energy, μ the excess chemical potential, and A the probability that a random insertion into the N-particle system has finite ΔU. For 21 hard rods on a ring of length 30σ, it asserts that sampled insertion probabilities agree with closed forms, and that removal works for a penetrable tagged rod with a core of 2 kT. For a core of 10 kT it asserts that the removal run settles near a predicted false plateau; the output shows 3.02 kT, against a correct 3.68 kT. For a hard core the removal average is 1 and reports μ = 0, where the correct value is 3.68 kT. Bennett's acceptance ratio and the average inverse open length both recover the correct μ within the asserted tolerances. A three-rod system with attraction tests the factor A: the product of the insertion and removal averages is 0.400, equal to A within sampling error.

## Numerical check

```python
"""
Result under test: removing a particle is not the mirror of Widom insertion.
  insertion: <exp(-dU)>_N     = exp(-mu)
  removal:   <exp(+dU)>_{N+1} = A exp(+mu)
A = probability that a random insertion into the N system has finite dU.
For pure hard cores A = exp(-mu), so the removal average is 1.

Symbols: energies in kT, lengths in the rod length sigma; N hard rods on a
ring of length L; one tagged rod costs eps per overlapped hard rod;
p[k] = probability that a random insertion overlaps k rods;
mu = excess chemical potential of the tagged rod at fixed L.
"""
import numpy as np
from math import comb, exp, log
from scipy.optimize import brentq
from scipy.special import expit

N, L = 21, 30.0
eta = N / L
K = np.arange(3)


def overlaps(x, t):
    d = x - t
    return np.abs(d - L * np.rint(d / L)) < 1.0


def simulate(eps, replicas, sweeps, seed, burn=150):
    """Markov chains for N hard rods plus the tagged rod.

    Returns the histogram of overlap number, the fraction of samples in which
    the N hard rods leave a cavity, and (hard tagged rod only) mean L/length
    open to the tagged centre.
    """
    rng = np.random.default_rng(seed)
    w = exp(-eps)
    x = np.repeat(((np.arange(N) + 1) * L / (N + 1))[:, None], replicas, 1)
    t = np.zeros(replicas)
    hist = np.zeros(3)
    cavity = inverse = 0.0
    for sweep in range(burn + sweeps):
        for i in range(N):
            low = (x[i - 1] if i > 0 else x[N - 1] - L) + 1.0
            high = (x[i + 1] if i < N - 1 else x[0] + L) - 1.0
            new = low + (high - low) * rng.random(replicas)
            w_old = np.where(overlaps(x[i], t), w, 1.0)
            w_new = np.where(overlaps(new, t), w, 1.0)
            accept = rng.random(replicas) * w_old < w_new
            x[i] = np.where(accept, new, x[i])
        t_new = L * rng.random(replicas)
        k_old = overlaps(x, t).sum(axis=0)
        k_new = overlaps(x, t_new).sum(axis=0)
        accept = rng.random(replicas) * w ** k_old < w ** k_new
        t = np.where(accept, t_new, t)
        if sweep >= burn:
            k = np.where(accept, k_new, k_old)
            hist += np.bincount(k, minlength=3)
            spacing = np.vstack([x[1:] - x[:-1], x[:1] + L - x[-1:]])
            free = np.maximum(spacing - 2.0, 0.0).sum(axis=0)
            cavity += np.mean(free > 0.0)
            if w == 0.0:
                inverse += np.mean(L / free)
    return hist / hist.sum(), cavity / sweeps, inverse / sweeps


def log_p0(n, length):
    return (n * log(length - n - 1) - log(length)
            - (n - 1) * log(length - n))


def bennett(h_insert, h_remove, energy):
    def balance(c):
        return (np.sum(h_insert * expit(c - energy))
                - np.sum(h_remove * expit(energy - c)))
    return brentq(balance, -5.0, 15.0, xtol=1e-12)


# Closed forms for the ring
p0 = exp(log_p0(N, L))
p = np.array([p0, 2 - 2 * eta - 2 * p0, 2 * eta - 1 + p0])
mu_hard = -log(p0)
mu_limit = -log(1 - eta) + eta / (1 - eta)
free_total = L - N
cav = 1 - sum((-1) ** j * comb(N, j) * max(0.0, 1 - j / free_total) ** (N - 1)
              for j in range(N + 1))


def mu_soft(eps):
    return -log(np.sum(p * np.exp(-K * eps)))


def var_insert(q, eps):
    return np.sum(q * np.exp(-2 * K * eps)) / np.sum(
        q * np.exp(-K * eps)) ** 2 - 1


def var_remove(eps):
    return exp(-mu_soft(eps)) * np.sum(p * np.exp(K * eps)) - 1


# Configuration integral of three rods by direct random placement
rng = np.random.default_rng(11)
ring3 = 5.0
pts = np.sort(ring3 * rng.random((1000000, 3)), axis=1)
gaps = np.column_stack([np.diff(pts, axis=1), pts[:, 0] + ring3 - pts[:, 2]])
placed = np.mean(gaps.min(axis=1) > 1.0)
placed_formula = ring3 * (ring3 - 3) ** 2 / ring3 ** 3
assert abs(placed - placed_formula) < 0.003

# Large-system limit at the same packing fraction
assert abs(-log_p0(210000, 300000.0) - mu_limit) < 1e-3

# Insertion: a tagged rod without interaction is a random test point
h_ins, cav_mc, _ = simulate(0.0, 2000, 400, 1)
assert np.all(np.abs(h_ins - p) < 0.01)
assert abs(-log(h_ins[0]) - mu_hard) < 0.06
assert abs(cav_mc - cav) < 0.015

# Removal from a low core: the mirror formula works
e_low = 2.0
h_low, _, _ = simulate(e_low, 2000, 400, 2)
mu_low = mu_soft(e_low)
assert np.all(np.abs(h_low - p * np.exp(mu_low - K * e_low)) < 0.02)
avg_low = np.sum(h_low * np.exp(K * e_low))
assert abs(log(avg_low) - mu_low) < 0.06
var_low_mc = np.sum(h_low * np.exp(2 * K * e_low)) / avg_low ** 2 - 1
assert abs(var_low_mc / var_remove(e_low) - 1) < 0.12
assert abs(var_insert(h_ins, e_low) / var_insert(p, e_low) - 1) < 0.12

# Removal from a high core: settles on a false plateau
e_high = 10.0
n_high = 4000 * 400
h_high, _, _ = simulate(e_high, 4000, 400, 3)
mu_high = mu_soft(e_high)
seen = h_high * n_high
expected = n_high * p * np.exp(mu_high - K * e_high)
mu_high_mc = log(np.sum(h_high * np.exp(K * e_high)))
plateau = mu_high + log(p[0] + p[1])
assert abs(mu_high_mc - plateau) < 0.25
assert mu_high - mu_high_mc > 0.25
mu_bar = bennett(h_ins, h_high, K * e_high)
assert abs(mu_bar - mu_high) < 0.08

# Hard tagged rod: removal says zero, the open length does not
h_hard, _, inv_open = simulate(np.inf, 2000, 400, 4)
mu_hard_removal = log(h_hard[0])
assert mu_hard - mu_hard_removal > 3.0
assert abs(inv_open / (cav * exp(mu_hard)) - 1) < 0.08
mu_open = log(inv_open / cav)
mu_bar_hard = bennett(h_ins, h_hard, np.array([0.0, np.inf, np.inf]))
assert abs(mu_bar_hard + log(h_ins[0])) < 1e-8

# Hard core plus attraction: three rods, rejection sampling of both ensembles
ring, depth, reach = 6.0, 1.0, 1.5


def pair(a, b):
    r = np.abs(a - b)
    r = np.minimum(r, ring - r)
    return np.where(r < 1.0, np.inf, np.where(r < reach, -depth, 0.0))


a, b, c = ring * rng.random((3, 2000000))
u_ab = pair(a, b)
du = pair(a, c) + pair(b, c)
keep3 = rng.random(a.size) < np.exp(-(u_ab + du) - 2 * depth)
removal_avg = np.mean(np.exp(du[keep3]))
a, b, c = ring * rng.random((3, 2000000))
keep2 = rng.random(a.size) < np.exp(-pair(a, b) - depth)
du = (pair(a, c) + pair(b, c))[keep2]
insertion_avg = np.mean(np.exp(-du))
A_factor = np.mean(np.isfinite(du))
assert abs(removal_avg * insertion_avg / A_factor - 1) < 0.02
assert removal_avg * insertion_avg < 0.9

print(f"hard rods N = {N}, ring length = {L:.0f} sigma, eta = {eta:.3f}")
print(f"three-rod placement, ring {ring3:.0f} sigma: sampled {placed:.4f},"
      f" formula {placed_formula:.4f}")
print("insertion overlap probabilities k=0,1,2")
print("  formula:", " ".join(f"{v:.5f}" for v in p))
print("  sampled:", " ".join(f"{v:.5f}" for v in h_ins))
print(f"share of removal average from overlaps (finite core): {1-p0:.4f}")
print(f"hard-rod mu, this ring: {mu_hard:.4f} kT")
print(f"hard-rod mu, insertion run: {-log(h_ins[0]):.4f} kT")
print(f"hard-rod mu, large-system limit: {mu_limit:.4f} kT")
print(f"samples per run: {2000*400} (eps=0, 2, infinite), {n_high} (eps=10)")
for e in (e_low, e_high):
    m = mu_soft(e)
    q = p * np.exp(m - K * e)
    print(f"core eps = {e:.0f} kT: exact mu = {m:.4f} kT")
    print(f"  probability in N+1 system: k=1 {q[1]:.3e}, k=2 {q[2]:.3e}")
    print(f"  relative variance: insertion {var_insert(p, e):.4g},"
          f" removal {var_remove(e):.4g}")
    print(f"  independent samples for 10% error: insertion"
          f" {100*var_insert(p, e):.3g}, removal {100*var_remove(e):.3g}")
print(f"eps=2 removal run: mu = {log(avg_low):.4f} kT,"
      f" relative variance {var_low_mc:.3f}")
print(f"eps=10 removal run: mu = {mu_high_mc:.4f} kT")
print(f"eps=10 predicted false plateau: {plateau:.4f} kT")
print(f"eps=10 overlaps seen: k=1 {seen[1]:.0f}, k=2 {seen[2]:.0f}")
print(f"eps=10 overlaps expected: k=1 {expected[1]:.1f},"
      f" k=2 {expected[2]:.4f}")
print(f"eps=10 Bennett, both runs: mu = {mu_bar:.4f} kT")
print(f"hard core removal run: average = {h_hard[0]:.4f},"
      f" mu = {mu_hard_removal:.4f} kT")
print(f"hard core Bennett: mu = {mu_bar_hard:.4f} kT")
print(f"cavity probability C: formula {cav:.4f}, sampled {cav_mc:.4f}")
print(f"hard core mean L/open length: sampled {inv_open:.3f},"
      f" formula {cav*exp(mu_hard):.3f}")
print(f"hard core mu from open length and C: {mu_open:.4f} kT")
print(f"attractive rods: 3 on ring {ring:.0f} sigma, well depth"
      f" {depth:.1f} kT, outer edge {reach:.1f} sigma")
print(f"  insertion average {insertion_avg:.4f},"
      f" removal average {removal_avg:.4f}")
print(f"  product {removal_avg*insertion_avg:.4f}, A = {A_factor:.4f}")
print(f"  mu: insertion {-log(insertion_avg):.4f} kT,"
      f" naive removal {log(removal_avg):.4f} kT")
print("checks complete")
```

Output:

```
hard rods N = 21, ring length = 30 sigma, eta = 0.700
three-rod placement, ring 5 sigma: sampled 0.1601, formula 0.1600
insertion overlap probabilities k=0,1,2
  formula: 0.02529 0.54942 0.42529
  sampled: 0.02529 0.54906 0.42565
share of removal average from overlaps (finite core): 0.9747
hard-rod mu, this ring: 3.6774 kT
hard-rod mu, insertion run: 3.6773 kT
hard-rod mu, large-system limit: 3.5373 kT
samples per run: 800000 (eps=0, 2, infinite), 1600000 (eps=10)
core eps = 2 kT: exact mu = 2.2309 kT
  probability in N+1 system: k=1 6.921e-01, k=2 7.250e-02
  relative variance: insertion 2.075, removal 1.933
  independent samples for 10% error: insertion 208, removal 193
core eps = 10 kT: exact mu = 3.6764 kT
  probability in N+1 system: k=1 9.854e-04, k=2 3.463e-08
  relative variance: insertion 38.47, removal 5.223e+06
  independent samples for 10% error: insertion 3.85e+03, removal 5.22e+08
eps=2 removal run: mu = 2.2320 kT, relative variance 1.933
eps=10 removal run: mu = 3.0214 kT
eps=10 predicted false plateau: 3.1225 kT
eps=10 overlaps seen: k=1 1418, k=2 0
eps=10 overlaps expected: k=1 1576.7, k=2 0.0554
eps=10 Bennett, both runs: mu = 3.6726 kT
hard core removal run: average = 1.0000, mu = 0.0000 kT
hard core Bennett: mu = 3.6773 kT
cavity probability C: formula 0.9680, sampled 0.9683
hard core mean L/open length: sampled 38.203, formula 38.280
hard core mu from open length and C: 3.6754 kT
attractive rods: 3 on ring 6 sigma, well depth 1.0 kT, outer edge 1.5 sigma
  insertion average 0.8040, removal average 0.4974
  product 0.3999, A = 0.3997
  mu: insertion 0.2181 kT, naive removal -0.6983 kT
checks complete
```
